# Exchange and correlation gradient terms in the uniform electron gas kernel: test program

```python
"""Uniform-gas xc kernel and the exchange/correlation gradient cancellation.
Tests: (1) disc-disc integral J, Q3 and Lindhard function vs quadrature;
(2) f = f_LDA - 9 pi/(8 kF^4)(mu - pi^2 beta/3) q^2 vs finite differences of
libxc energies of a cosine-modulated density; (3) first-order exchange kernel by
2D quadrature: mu = 10/81, G -> 1/3, contact limit, Yukawa mu(lambda) vs the
symbolic Legendre formula, whose lambda -> 0 limit is 7/81; (4) PW91 bookkeeping.
Hartree atomic units."""
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants, angstrom
from pyscf.dft import libxc
pi = np.pi
mp.mp.dps = 60

def J(A, B, D):
    # int_0^A dx int_0^B dy [(x+y+D)^2-4xy]^(-1/2), numerically stable form
    R = np.sqrt((A - B)**2 + D*(D + 2*A + 2*B))
    t1, t2 = B + D - A, A + D - B
    with np.errstate(divide='ignore', invalid='ignore'):
        a1 = np.where(t1 >= 0, (t1 + R)/(2*D), 2*A/(R - t1))
        a2 = np.where(t2 >= 0, (t2 + R)/(2*D), 2*B/(R - t2))
    return A*np.log(a1) + B*np.log(a2) - 2*A*B/(R + A + B + D)

def lindhard(eta):
    if abs(eta - 1) < 1e-12:
        return 0.5
    return 0.5 + (1 - eta**2)/(4*eta)*np.log(abs((1 + eta)/(1 - eta)))

def graded(n0, n1):
    # composite Gauss rule on [0,1], refined geometrically toward both ends
    x, w = np.polynomial.legendre.leggauss(12)
    e = np.array([0.0] + [0.5*3.0**-j for j in range(n0, 0, -1)] + [0.5]
                 + [1 - 0.5*3.0**-j for j in range(1, n1 + 1)] + [1.0])
    h = np.diff(e)[:, None]/2
    return (e[:-1, None] + h*(x + 1)).ravel(), (h*w).ravel()

def integrand(z, zp, q, lam):
    disc = lambda y: np.maximum(0.0, 1 - y*y)
    Am, Ap, Bm, Bp = disc(z - q/2), disc(z + q/2), disc(zp - q/2), disc(zp + q/2)
    def ddJ(d2):
        D = d2 + lam**2
        return d2*(J(Am, Bm, D) - J(Am, Bp, D) - J(Ap, Bm, D) + J(Ap, Bp, D))
    return (ddJ((z - zp)**2) - ddJ((z + zp)**2))/(z*zp)**2

def F_exch(q, lam=0.0):
    # f_x(q) in units of -pi/kF^2; q and lam in units of kF; region z > z' > 0
    c, hi = abs(1 - q/2), 1 + q/2
    u, wu = graded(2, 9)
    def triangle(a, b, n0):
        s, ws = graded(n0, 9)
        z = (a + (b - a)*s)[:, None]
        val = integrand(z + 0*u, a + (z - a)*u, q, lam)*(z - a)
        return (b - a)*(ws @ val @ wu)
    total = triangle(c, hi, 9)
    if q < 2 - 1e-12:
        s, ws = graded(9, 5)
        z = (c + (hi - c)*s)[:, None]
        total += triangle(0.0, c, 3)
        total += (hi - c)*c*(ws @ integrand(z + 0*u, c*u + 0*z, q, lam) @ wu)
    return -4*total/(16*q*q*lindhard(q/2)**2)

def mu_fit(qs, lam, F0):
    eta2 = (np.array(qs)/2)**2
    y = (np.array([F_exch(q, lam) for q in qs]) - F0)/eta2
    return np.polyfit(eta2, y, 3)[-1]*2/9

# symbolic small-q expansion for the Yukawa interaction
k, kp, L, Xs = sp.symbols('k kp L X', positive=True)
Q0s = sp.log((Xs + 1)/(Xs - 1))/2
Q3s = (5*Xs**3 - 3*Xs)/2*Q0s - 5*Xs**2/2 + sp.Rational(2, 3)
X = (k**2 + kp**2 + L**2)/(2*k*kp)
Q0, Q1, Q3 = Q0s.subs(Xs, X), (Xs*Q0s - 1).subs(Xs, X), Q3s.subs(Xs, X)
de = lambda f, v: sp.diff(f, v)/v
T0 = kp/k*Q1 - Q0
Tb = (k*kp*Q1 - k**2*Q0)/3
Tc = kp**3/k*(3*Q1/5 - 4*Q3/15) - kp**2*Q0/3
T2 = -(de(T0, k) + de(T0, kp))/8 + (de(de(Tb, k), k) + de(de(Tc, kp), kp))/24
on = {k: 1, kp: 1}
_F0 = sp.lambdify(L, -T0.subs(on), 'mpmath')
_T2 = sp.lambdify(L, T2.subs(on), 'mpmath')
F0_yuk = lambda l: float(_F0(mp.mpf(l)))
mu_yuk = lambda l: float(-8*(_T2(mp.mpf(l)) - _F0(mp.mpf(l))/6)/9)

# (1) building blocks
ref = dblquad(lambda y, x: ((x + y + 0.3)**2 - 4*x*y)**-0.5, 0, 0.9, 0, 0.4)[0]
assert abs(ref - J(np.array(0.9), np.array(0.4), np.array(0.3))) < 1e-8
ref = quad(lambda t: 0.25*(5*t**3 - 3*t)/(1.4 - t), -1, 1)[0]
assert abs(ref - float(Q3s.subs(Xs, sp.Rational(7, 5)))) < 1e-10
for q in (0.7, 2.6):
    g = lambda z: (max(0, 1 - (z - q/2)**2) - max(0, 1 - (z + q/2)**2))/(q*z)
    ref = 0.5*quad(g, 0, 1 + q/2, points=[abs(1 - q/2)])[0]
    assert abs(ref - lindhard(q/2)) < 1e-9

# (3) exchange kernel
mu_x = 10/81
mu_num = mu_fit([0.3, 0.45, 0.6, 0.75, 0.9], 0.0, 1.0)
assert abs(mu_num - mu_x) < 5e-4          # fit truncation and quadrature noise
assert abs(mu_yuk(1e-6) - 7/81) < 1e-8 and abs(F0_yuk(1e-6) - 1) < 1e-8
G_inf = F_exch(30.0)*30.0**2/4
assert abs(G_inf - 1/3) < 1e-2            # O(kF^2/q^2) corrections
contact = F_exch(2.0, 40.0)*40.0**2/2
assert abs(contact - 1) < 1e-2            # O(kF^2/lambda^2) corrections

# worked example: jellium at roughly the Sr valence density
a_lat = 6.08*angstrom/physical_constants['Bohr radius'][0]
n0 = 8/a_lat**3
rs, kF = (3/(4*pi*n0))**(1/3), (3*pi**2*n0)**(1/3)
ks = np.sqrt(4*kF/pi); lam = ks/kF
qs_small = [0.15, 0.25, 0.35, 0.45, 0.55]
mu_lam_num = {l: mu_fit(qs_small, l, F0_yuk(l)) for l in (1.0, lam)}
for l in mu_lam_num:
    assert abs(mu_lam_num[l] - mu_yuk(l)) < 3e-4
fx = -pi/kF**2
fc = float(np.ravel(libxc.eval_xc('LDA_C_PW_MOD', np.array([n0]), deriv=2)[2][0])[0])

def coef_libxc(name, n):
    # gradient coefficient in units of mu, from d(n e)/d sigma at s = 1e-4
    kf = (3*pi**2*n)**(1/3)
    rho = np.array([[n], [2e-4*kf*n], [0.0], [0.0]])
    return -float(np.ravel(libxc.eval_xc(name, rho, deriv=1)[1][1])[0])*16*kf**4/(9*pi)

def kernel_fd(names, q, a=1e-3):
    x = (np.arange(64) + 0.5)*2*pi/64
    def E(amp):
        rho = np.zeros((4, 64))
        rho[0], rho[1] = n0*(1 + amp*np.cos(x)), -n0*amp*q*np.sin(x)
        return sum(np.mean(rho[0]*libxc.eval_xc(m, rho, deriv=1)[0]) for m in names)
    return 2*(E(a) + E(-a) - 2*E(0.0))/(n0*a)**2

beta0 = 0.06672455060314922
beta_rs = beta0*(1 + 0.1*rs)/(1 + 0.1778*rs)
b_pw91 = -coef_libxc('GGA_C_PW91', n0)
models = [('PBE', pi**2*beta0/3, beta0, ('GGA_X_PBE', 'GGA_C_PBE')),
          ('PBEsol', mu_x, 0.046, ('GGA_X_PBE_SOL', 'GGA_C_PBE_SOL')),
          ('10/81+beta(rs)', mu_x, beta_rs, ('GGA_X_PBE_SOL', 'GGA_C_REGTPSS'))]
df = lambda net, q: -9*pi/(8*kF**4)*net*q*q
fd = {}
# (2) kernel formula vs finite differences (error O(a^2))
for name, mu, beta, xc in models:
    for q in (kF, 2*kF):
        fd[name] = kernel_fd(xc, q)
        assert abs(fd[name]/(fx + fc + df(mu - pi**2*beta/3, q)) - 1) < 1e-4
# (4) PW91 correlation carries the extra 3/81 at high density
b_pw91_0 = -coef_libxc('GGA_C_PW91', 3/(4*pi*1e-9))
assert abs(b_pw91_0 - (pi**2*beta0/3 + 3/81)) < 1e-3
assert abs(coef_libxc('GGA_X_PW91', n0) - mu_x) < 1e-3
net_rs, net_pw = mu_x - pi**2*beta_rs/3, mu_x - b_pw91
assert -mu_x < net_rs < 0 and net_pw < 0

print("-- dimensionless coefficients --")
print(f"10/81 = {mu_x:.5f}; quadrature fit mu = {mu_num:.5f}; 9mu/2 = {4.5*mu_num:.4f}")
print(f"7/81 = {7/81:.5f}; mu(lambda=1e-6 kF) = {mu_yuk(1e-6):.7f}; 3/81 = {3/81:.5f}")
print(f"beta0 = {beta0:.6f}; pi^2 beta0/3 = {pi**2*beta0/3:.5f}")
print(f"net rs->0: 10/81 pairing {mu_x-pi**2*beta0/3:.5f}; 7/81 pairing {7/81-pi**2*beta0/3:.5f}")
print(f"PW91 pi^2 beta/3 at rs=0.001 bohr (libxc) = {b_pw91_0:.5f}")
print(f"beta cancelling 10/81 = {3*mu_x/pi**2:.5f}; beta(rs->inf) = {beta0*0.1/0.1778:.5f}")
print(f"G_x(q=30 kF) = {G_inf:.4f}; contact test f/(-v0/2), q=2kF, lambda=40kF: {contact:.4f}")
for l in (0.25, 0.5, 1.0, lam, 3.0):
    print(f"lambda/kF={l:.3f}: F0={F0_yuk(l):.4f} mu={mu_yuk(l):.5f} 9mu/(2F0)={4.5*mu_yuk(l)/F0_yuk(l):.4f}")
print(f"quadrature mu(lambda): 1.0 -> {mu_lam_num[1.0]:.5f}; ks/kF -> {mu_lam_num[lam]:.5f}")
print("-- example: fcc a = 6.08 angstrom, 8 electrons --")
print(f"a = {a_lat:.4f} bohr; n = {n0:.6f} bohr^-3; rs = {rs:.4f} bohr")
print(f"kF = {kF:.4f} 1/bohr; ks = {ks:.4f} 1/bohr; ks/kF = {lam:.4f}")
print(f"f_x = {fx:.4f}, f_c = {fc:.4f}, f_xc LDA = {fx+fc:.4f} Ha bohr^3")
for name, mu, beta, xc in models:
    b = pi**2*beta/3
    print(f"{name}: mu={mu:.5f} beta={beta:.5f} pi^2beta/3={b:.5f} net={mu-b:.5f}")
    print(f"   f(2kF) formula {fx+fc+df(mu-b,2*kF):.4f}, finite diff {fd[name]:.4f} Ha bohr^3")
print(f"PW91: beta={3*b_pw91/pi**2:.5f} pi^2beta/3={b_pw91:.5f} net={net_pw:.5f}")
print("q/kF | f_x/f_x(0) exact | 1+5eta^2/9 | screened(ks) f/f(0) | G_x | G_x LDA")
Fb = {}
for q in (0.5, 1.0, 1.5, 1.9, 2.0, 3.0):
    Fb[q] = F_exch(q)
    print(f"{q:.1f} | {Fb[q]:.4f} | {1+5*q*q/36:.4f} | {F_exch(q,lam)/F0_yuk(lam):.4f} | {Fb[q]*q*q/4:.4f} | {q*q/4:.4f}")
print("q/kF | 1/chi0 | v | 1/chi_LDA (Ha bohr^3) | df/f_xc %: GEx, beta(rs), PW91")
rows = []
for q in (0.5, 1.0, 1.5, 2.0):
    Q = q*kF
    ichi0, v = -pi**2/(kF*lindhard(q/2)), 4*pi/Q**2
    ichi = ichi0 - v - fx - fc
    d = [-(fx + fc), fx*(Fb[q] - 1), df(mu_x, Q), df(net_rs, Q), df(net_pw, Q)]
    rows.append((q, [100*(ichi/(ichi - x) - 1) for x in d]))
    print(f"{q:.1f} | {ichi0:.3f} | {v:.3f} | {ichi:.3f} | " + ", ".join(f"{100*x/(fx+fc):.1f}" for x in d[2:]))
print("q/kF | chi/chi_LDA - 1 in %: RPA, exact-x, GEx only, net beta(rs), net PW91")
for q, r in rows:
    assert abs(r[3]) < abs(r[2]) < abs(r[0])
    print(f"{q:.1f} | " + ", ".join(f"{x:.2f}" for x in r))
print("ALL CHECKS PASSED")
```

Running it gives:

```
-- dimensionless coefficients --
10/81 = 0.12346; quadrature fit mu = 0.12346; 9mu/2 = 0.5556
7/81 = 0.08642; mu(lambda=1e-6 kF) = 0.0864198; 3/81 = 0.03704
beta0 = 0.066725; pi^2 beta0/3 = 0.21951
net rs->0: 10/81 pairing -0.09606; 7/81 pairing -0.13310
PW91 pi^2 beta/3 at rs=0.001 bohr (libxc) = 0.25659
beta cancelling 10/81 = 0.03753; beta(rs->inf) = 0.03753
G_x(q=30 kF) = 0.3341; contact test f/(-v0/2), q=2kF, lambda=40kF: 0.9979
lambda/kF=0.250: F0=0.9348 mu=0.07439 9mu/(2F0)=0.3581
lambda/kF=0.500: F0=0.8229 mu=0.05642 9mu/(2F0)=0.3085
lambda/kF=1.000: F0=0.5976 mu=0.02812 9mu/(2F0)=0.2117
lambda/kF=1.538: F0=0.4147 mu=0.01257 9mu/(2F0)=0.1364
lambda/kF=3.000: F0=0.1726 mu=0.00183 9mu/(2F0)=0.0478
quadrature mu(lambda): 1.0 -> 0.02812; ks/kF -> 0.01257
-- example: fcc a = 6.08 angstrom, 8 electrons --
a = 11.4895 bohr; n = 0.005275 bohr^-3; rs = 3.5638 bohr
kF = 0.5385 1/bohr; ks = 0.8280 1/bohr; ks/kF = 1.5376
f_x = -10.8330, f_c = -1.2102, f_xc LDA = -12.0431 Ha bohr^3
PBE: mu=0.21951 beta=0.06672 pi^2beta/3=0.21951 net=0.00000
   f(2kF) formula -12.0431, finite diff -12.0431 Ha bohr^3
PBEsol: mu=0.12346 beta=0.04600 pi^2beta/3=0.15133 net=-0.02788
   f(2kF) formula -10.6842, finite diff -10.6842 Ha bohr^3
10/81+beta(rs): mu=0.12346 beta=0.05540 pi^2beta/3=0.18226 net=-0.05880
   f(2kF) formula -9.1766, finite diff -9.1766 Ha bohr^3
PW91: beta=0.07293 pi^2beta/3=0.23992 net=-0.11647
q/kF | f_x/f_x(0) exact | 1+5eta^2/9 | screened(ks) f/f(0) | G_x | G_x LDA
0.5 | 1.0360 | 1.0347 | 1.0085 | 0.0648 | 0.0625
1.0 | 1.1627 | 1.1389 | 1.0336 | 0.2907 | 0.2500
1.5 | 1.4669 | 1.3125 | 1.0672 | 0.8251 | 0.5625
1.9 | 2.0217 | 1.5014 | 1.0421 | 1.8246 | 0.9025
2.0 | 1.6449 | 1.5556 | 0.9648 | 1.6449 | 1.0000
3.0 | 0.1977 | 2.2500 | 0.4526 | 0.4447 | 2.2500
q/kF | 1/chi0 | v | 1/chi_LDA (Ha bohr^3) | df/f_xc %: GEx, beta(rs), PW91
0.5 | -18.722 | 173.327 | -180.007 | 3.1, -1.5, -2.9
1.0 | -20.096 | 43.332 | -51.385 | 12.5, -6.0, -11.8
1.5 | -23.383 | 19.259 | -30.599 | 28.1, -13.4, -26.5
2.0 | -36.655 | 10.833 | -35.444 | 50.0, -23.8, -47.1
q/kF | chi/chi_LDA - 1 in %: RPA, exact-x, GEx only, net beta(rs), net PW91
0.5 | -6.27, 0.22, 0.21, -0.10, -0.20
1.0 | -18.99, 3.55, 3.02, -1.38, -2.69
1.5 | -28.24, 19.80, 12.44, -5.01, -9.45
2.0 | -25.36, 24.55, 20.45, -7.48, -13.81
ALL CHECKS PASSED
```
